# Electron emission from a half-space: transport approximation and Chandrasekhar's H function: test program

```python
"""Electron emission from a half-space in the transport approximation.

Result under test: for a uniform isotropic source S0 the emitted current is
    dY/dOmega = S0*lam_i*mu/(4 pi) * sqrt(1-w) * H(mu),
and an isotropic source at depth z = lam_t*tau is seen with the weight
    f(tau,mu) = H(mu)*[exp(-tau/mu) + int_0^tau exp(-(tau-t)/mu)*Phi(t) dt],
where 1 + Laplace[Phi](s) = H(1/s).
Symbols: lam_i inelastic, lam_tr transport, lam_t total mean free path;
w = lam_i/(lam_i+lam_tr) albedo; mu cosine to the outward normal;
H Chandrasekhar's function; k decay constant of the deepest mode.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq

lam_i, lam_tr = 3.0, 2.0          # nm, model parameters
S0 = 1.0e24                       # m^-3 s^-1, model parameter
eta = 0.05                        # screening parameter of the forward-peaked model
w = lam_i / (lam_i + lam_tr)
lam_t = lam_i * lam_tr / (lam_i + lam_tr)
root = np.sqrt(1 - w)


def gauss(a, b, n):
    x, g = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * g


theta, w_theta = gauss(0, np.pi / 2, 400)
log_T = np.log(1 - w * theta / np.tan(theta))


def H(mu):
    """Closed form of H, integration variable t = tan(theta)."""
    m = np.asarray(mu, float)[..., None]
    kern = m / (np.cos(theta)**2 + m**2 * np.sin(theta)**2)
    return np.exp(-(kern * log_T) @ w_theta / np.pi)


# --- the closed form must satisfy the nonlinear integral equation
x, gx = gauss(0, 1, 200)
Hx = H(x)
for m in (0.1, 0.5, 1.0):
    rhs = 1 + 0.5 * w * m * H(m) * np.sum(gx * Hx / (m + x))
    assert abs(rhs - H(m)) < 1e-7
alpha0, alpha1 = np.sum(gx * Hx), np.sum(gx * x * Hx)
assert abs(alpha0 - 2 * (1 - root) / w) < 1e-7

# --- spectral form of the resolvent function Phi
k = brentq(lambda s: 1 - w * np.arctanh(s) / s, 1e-3, 1 - 1e-13, xtol=1e-14)
C = k * (1 - k**2) / ((w + k**2 - 1) * float(H(1 / k)))
u, gu = gauss(0, 18, 300)         # nu = tanh(u) resolves the logarithm at nu = 1
nu = np.tanh(u)
rho = 0.5 * w / (nu * H(nu) * ((1 - w * nu * u)**2 + (0.5 * np.pi * w * nu)**2))
rates = np.concatenate(([k], 1 / nu))
amps = np.concatenate(([C], rho * gu / np.cosh(u)**2))
for s in (0.0, 0.5, 2.0):
    target = 1 / root if s == 0 else float(H(1 / s))
    assert abs(1 + np.sum(amps / (s + rates)) - target) < 1e-6


def f(tau, mu):
    """Depth weight; the convolution is done mode by mode."""
    gap = np.abs(1 / mu - rates)
    slow = np.minimum(1 / mu, rates)
    ratio = np.where(gap > 1e-12, -np.expm1(-gap * tau) / np.maximum(gap, 1e-12), tau)
    return float(H(mu) * (np.exp(-tau / mu) + amps @ (np.exp(-slow * tau) * ratio)))


# --- discrete ordinates: diagonalize the transport equation itself
N = 40
node, weight = gauss(0, 1, N)
cosines = np.concatenate((node, -node))
weights = np.concatenate((weight, weight))
scatter = 0.5 * w * np.outer(np.ones(2 * N), weights)
lam, V = np.linalg.eig((np.eye(2 * N) - scatter) / cosines[:, None])
assert np.max(np.abs(np.imag(lam))) < 1e-8
lam, V = np.real(lam), np.real(V)
down = lam < 0
assert down.sum() == N
k_ordinates = np.min(lam[~down])
assert abs(k_ordinates - k) < 1e-6
picks = (8, 20, 39)
err_H = 0.0
for s in (0.0, 0.5):              # source exp(-s*tau)
    part = np.linalg.solve(np.eye(2 * N) + s * np.diag(cosines) - scatter, np.ones(2 * N))
    coef = np.linalg.solve(V[N:, down], -part[N:])
    out = part[:N] + V[:N, down] @ coef
    H_s = 1 / root if s == 0 else float(H(1 / s))
    for i in picks:
        law = float(H(node[i])) * H_s / (1 + s * node[i])
        err_H = max(err_H, abs(out[i] / law - 1))
assert err_H < 1e-4               # angular quadrature error of the ordinates
err_f = 0.0
for tau0 in (0.3, 2.0, 8.0):      # plane isotropic source at depth tau0
    at_top = np.where(down, 1.0, np.exp(-np.where(down, 0, lam) * tau0))
    at_src = np.where(down, np.exp(np.where(down, lam, 0) * tau0), 1.0)
    A = np.zeros((3 * N, 3 * N))
    A[:N, :2 * N] = V[N:] * at_top
    A[N:, :2 * N] = V * at_src
    A[N:, 2 * N:] = -V[:, down]
    sol = np.linalg.solve(A, np.concatenate((np.zeros(N), 1 / cosines)))
    out = (V[:N] * at_top) @ sol[:2 * N]
    for i in picks:
        err_f = max(err_f, abs(out[i] * node[i] / f(tau0, node[i]) - 1))
assert err_f < 1e-4

# --- integral over depth and mean escape depth
mean_depth = {}
for m in (1.0, 0.2):
    area = sum(quad(lambda t: f(t, m), a, b, limit=200)[0] for a, b in ((0, 2), (2, 60)))
    first = sum(quad(lambda t: t * f(t, m), a, b, limit=200)[0] for a, b in ((0, 2), (2, 60)))
    assert abs(area / (m * float(H(m)) / root) - 1) < 1e-5
    mean_depth[m] = lam_t * (m + w * alpha1 / (2 * root))
    assert abs(lam_t * first / area / mean_depth[m] - 1) < 1e-5

# --- common decay length of all directions at great depth
L = lam_t / k
for m in (1.0, 0.2):
    rate = np.log(f(150.0, m) / f(151.0, m))
    assert abs(rate - k) < 1e-4


# --- Monte Carlo: an electron born at depth z escapes if its track climbs by z,
#     so each new record height counts the source layers that emit at that moment
def climb(mfp, albedo, draw_cos, n, rng):
    gains, top, h = np.zeros((n, 4)), np.zeros(n), np.zeros(n)
    mu, live = rng.uniform(-1, 1, n), np.arange(n)
    while live.size:
        h[live] += mu * rng.exponential(mfp, live.size)
        gain = np.maximum(h[live] - top[live], 0)
        top[live] += gain
        gains[live, np.clip((4 * mu).astype(int), 0, 3)] += gain
        keep = rng.random(live.size) < albedo
        live, mu = live[keep], mu[keep]
        c = draw_cos(rng.random(live.size))
        phi = rng.uniform(0, 2 * np.pi, live.size)
        side = np.sqrt(np.maximum((1 - mu**2) * (1 - c**2), 0))
        mu = np.clip(mu * c + side * np.cos(phi), -1, 1)
    return gains, top


rng = np.random.default_rng(7)
n = 400000
gains, top = climb(lam_t, w, lambda r: 2 * r - 1, n, rng)
straight = np.array([lam_i * ((j + 1)**2 - j**2) / 64 for j in range(4)])
Q_bin = []
for j in range(4):
    y, gy = gauss(j / 4, (j + 1) / 4, 40)
    Q_bin.append(root * np.sum(gy * y * H(y)) / np.sum(gy * y))
Q_bin = np.array(Q_bin)
Q_mc = gains.mean(0) / straight
sig = gains.std(0) / np.sqrt(n) / straight
assert np.all(np.abs(Q_mc - Q_bin) < 5 * sig)
Q_tot = 2 * root * alpha1
Q_tot_mc = top.mean() / (lam_i / 4)
sig_tot = top.std() / np.sqrt(n) / (lam_i / 4)
assert abs(Q_tot_mc - Q_tot) < 5 * sig_tot
z_test = 2.0
P = [alpha0 / 2, 0.5 * sum(g * f(z_test / lam_t, m) for m, g in zip(node, weight))]
P_mc = [np.mean(top > 0), np.mean(top > z_test)]
for a, b in zip(P, P_mc):
    assert abs(a - b) < 5 * np.sqrt(a * (1 - a) / n)

# --- forward-peaked (screened Rutherford) scattering with the same lam_tr
loss = quad(lambda r: 2 * eta * r / (1 + eta - r), 0, 1)[0]
assert abs(loss - 2 * eta * ((1 + eta) * np.log(1 + 1 / eta) - 1)) < 1e-9
lam_e = lam_tr * loss
gains_a, top_a = climb(lam_i * lam_e / (lam_i + lam_e), lam_i / (lam_i + lam_e),
                       lambda r: 1 - 2 * eta * r / (1 + eta - r), n, rng)
Q_aniso = gains_a.mean(0) / straight
Q_tot_a = top_a.mean() / (lam_i / 4)
sig_a = top_a.std() / np.sqrt(n) / (lam_i / 4)
assert abs(Q_tot_a / Q_tot - 1) < 0.05   # approximation error, not numerical noise
P_a = [np.mean(top_a > 0), np.mean(top_a > z_test)]


# --- depths where the weight crosses the straight-line exponential
def crossings(m):
    def diff(z):
        return f(z / lam_t, m) * np.exp(z / (lam_i * m)) - 1
    grid = np.linspace(0, 12, 601)
    val = np.array([diff(z) for z in grid])
    return [brentq(diff, grid[i], grid[i + 1]) for i in range(600) if val[i] * val[i + 1] < 0]


cross = {m: crossings(m) for m in (1.0, 0.2)}
assert len(cross[1.0]) == 1 and len(cross[0.2]) == 2

print(f"lam_i = {lam_i:.1f} nm, lam_tr = {lam_tr:.1f} nm, lam_t = {lam_t:.2f} nm")
print(f"albedo w = {w:.3f}, sqrt(1-w) = {root:.5f}, S0 = {S0:.1e} m^-3 s^-1")
print(f"H moments: alpha0 = {alpha0:.5f}, alpha1 = {alpha1:.5f}")
print(f"k = {k:.6f}, C = {C:.5f}, L = lam_t/k = {L:.4f} nm")
print(f"deep enhancement for mu below L/lam_i = {L / lam_i:.4f}")
print("mu, H, ratio to straight line, dY/dOmega (m^-2 s^-1 sr^-1)")
for m in (1.0, 0.5, 0.2):
    h = float(H(m))
    cur = S0 * lam_i * 1e-9 * m / (4 * np.pi) * root * h
    print(f"  {m:.1f}  {h:.5f}  {root * h:.5f}  {cur:.4e}")
Y = S0 * lam_i * 1e-9 / 2 * root * alpha1
print(f"total yield Y = {Y:.4e} m^-2 s^-1")
print(f"straight-line yield = {S0 * lam_i * 1e-9 / 4:.4e} m^-2 s^-1")
print(f"total ratio: formula {Q_tot:.5f}, Monte Carlo {Q_tot_mc:.4f} +- {sig_tot:.4f}")
for m in (1.0, 0.2):
    print(f"mean escape depth mu={m:.1f}: {mean_depth[m]:.4f} nm, straight {lam_i * m:.2f} nm")
print("z (nm), f(mu=1), straight(mu=1), f(mu=0.2), straight(mu=0.2)")
for z in (0.0, 0.5, 1.0, 2.0, 4.0, 8.0):
    vals = [v for m in (1.0, 0.2) for v in (f(z / lam_t, m), np.exp(-z / (lam_i * m)))]
    print(f"  {z:.1f}  " + "  ".join(f"{v:.4e}" for v in vals))
for m in (1.0, 0.2):
    print(f"crossing depths mu={m:.1f}: " + ", ".join(f"{z:.3f}" for z in cross[m]) + " nm")
print("mu bin: ratio by formula, isotropic MC, forward-peaked MC")
for j in range(4):
    print(f"  {j / 4:.2f}-{(j + 1) / 4:.2f}  {Q_bin[j]:.4f}  {Q_mc[j]:.4f}  {Q_aniso[j]:.4f}")
print(f"forward-peaked model: eta = {eta}, <1-cos> = {loss:.4f}, lam_e = {lam_e:.4f} nm")
print(f"forward-peaked total ratio = {Q_tot_a:.4f} +- {sig_a:.4f}")
print("escape probability: formula, isotropic MC, forward-peaked MC")
for z, a, b, c in zip((0.0, z_test), P, P_mc, P_a):
    print(f"  z = {z:.1f} nm: {a:.4f}  {b:.4f}  {c:.4f}")
print(f"largest relative deviation from discrete ordinates: H {err_H:.1e}, f {err_f:.1e}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
lam_i = 3.0 nm, lam_tr = 2.0 nm, lam_t = 1.20 nm
albedo w = 0.600, sqrt(1-w) = 0.63246, S0 = 1.0e+24 m^-3 s^-1
H moments: alpha0 = 1.22515, alpha1 = 0.63663
k = 0.907332, C = 0.28109, L = lam_t/k = 1.3226 nm
deep enhancement for mu below L/lam_i = 0.4409
mu, H, ratio to straight line, dY/dOmega (m^-2 s^-1 sr^-1)
  1.0  1.33541  0.84459  2.0163e+14
  0.5  1.24581  0.78792  9.4051e+13
  0.2  1.14516  0.72427  3.4581e+13
total yield Y = 6.0396e+14 m^-2 s^-1
straight-line yield = 7.5000e+14 m^-2 s^-1
total ratio: formula 0.80528, Monte Carlo 0.8073 +- 0.0022
mean escape depth mu=1.0: 1.5624 nm, straight 3.00 nm
mean escape depth mu=0.2: 0.6024 nm, straight 0.60 nm
z (nm), f(mu=1), straight(mu=1), f(mu=0.2), straight(mu=0.2)
  0.0  1.3354e+00  1.0000e+00  1.1452e+00  1.0000e+00
  0.5  1.1586e+00  8.4648e-01  2.4712e-01  4.3460e-01
  1.0  8.8948e-01  7.1653e-01  8.2199e-02  1.8888e-01
  2.0  4.8284e-01  5.1342e-01  2.4673e-02  3.5674e-02
  4.0  1.2615e-01  2.6360e-01  4.5443e-03  1.2726e-03
  8.0  7.3120e-03  6.9483e-02  1.9912e-04  1.6196e-06
crossing depths mu=1.0: 1.797 nm
crossing depths mu=0.2: 0.093, 2.481 nm
mu bin: ratio by formula, isotropic MC, forward-peaked MC
  0.00-0.25  0.7121  0.7131  0.5937
  0.25-0.50  0.7677  0.7705  0.7241
  0.50-0.75  0.8065  0.8137  0.8109
  0.75-1.00  0.8339  0.8320  0.8696
forward-peaked model: eta = 0.05, <1-cos> = 0.2197, lam_e = 0.4393 nm
forward-peaked total ratio = 0.8067 +- 0.0021
escape probability: formula, isotropic MC, forward-peaked MC
  z = 0.0 nm: 0.6126  0.6128  0.6300
  z = 2.0 nm: 0.0889  0.0893  0.0898
largest relative deviation from discrete ordinates: H 1.4e-10, f 7.5e-10
ALL CHECKS PASSED
```
